# The Dirac-Heisenberg-Wigner equations and their vacuum initial values

## 1. What symmetry and dimensions fix

A Dirac field of mass \(m\) and charge \(q\) has a Hermitian \(4\times4\) Wigner matrix \(W(\mathbf x,\mathbf p,t)\). Let \(\rho_k\) and \(\sigma_k\) be two commuting sets of Pauli matrices, with \(\boldsymbol\alpha=\rho_1\boldsymbol\sigma\) and \(\beta=\rho_3\). Their products form a basis of sixteen Hermitian matrices, so
\[
W=\tfrac14\Big[f_0+\sum_k\rho_kf_k+\boldsymbol\sigma\cdot\mathbf g_0+\sum_k\rho_k\boldsymbol\sigma\cdot\mathbf g_k\Big],
\]
with four real scalars \(f\) and four real vectors \(\mathbf g\).

In the field-free vacuum the one available vector is \(\mathbf p\). Rotations then require \(f_\mu=f_\mu(p)\) and \(\mathbf g_\mu\propto\mathbf p\). Three discrete symmetries reduce the list:

- Parity sends \(W(\mathbf p)\) to \(\beta W(-\mathbf p)\beta\), which removes \(f_1,f_2,\mathbf g_0,\mathbf g_3\).
- Time reversal reverses \(\mathbf p\), \(\boldsymbol\sigma\) and \(\rho_2\). It leaves \(\rho_2\boldsymbol\sigma\) unchanged, so \(\mathbf g_2\propto\mathbf p\) must vanish.
- Charge conjugation reverses the charge density \(f_0\), which must vanish too.

There remain \(f_3\) and \(\mathbf g_1\parallel\mathbf p\). With \(W\) dimensionless, they can depend on \(\mathbf p/mc\) alone.

The evolution is similarly restricted. The available rates are \(c\nabla\), \(c\mathbf p/\hbar\) and \(mc^2/\hbar\). The first two are polar vectors, so they connect the parity-even set \((f_0,f_3,\mathbf g_0,\mathbf g_3)\) with the odd set \((f_1,f_2,\mathbf g_1,\mathbf g_2)\). For \(m=0\) the Hamiltonian commutes with \(\rho_1\), so the components with \(1,\rho_1\) separate from those with \(\rho_2,\rho_3\); the mass joins the two groups. The derivation must supply the coefficients and the effect of the fields.

## 2. Definition and assumptions

The potentials \(\phi,\mathbf A\) are prescribed classical functions. This is the mean-field assumption: a quantized electromagnetic field would bring in correlations of field and matter, and the equations for \(W\) would not close. The Dirac equation is
\[
i\hbar\partial_t\psi=\big[-i\hbar c\,\boldsymbol\alpha\cdot\mathcal D+\beta mc^2+q\phi\big]\psi,\qquad \mathcal D=\nabla-\frac{iq}{\hbar}\mathbf A .
\]
Let \(\mathbf x_{1,2}=\mathbf x\pm\mathbf s/2\), and write \(\int_\lambda\) for \(\int_{-1/2}^{1/2}d\lambda\). Fields under \(\int_\lambda\) are taken at \(\mathbf x+\lambda\mathbf s\) unless another argument is given. Define
\[
G_{ab}=-\tfrac12\langle[\psi_a(\mathbf x_1,t),\psi_b^\dagger(\mathbf x_2,t)]\rangle,\qquad
U=\exp\Big(-\frac{iq}{\hbar}\,\mathbf s\cdot\!\int_\lambda\mathbf A\Big),
\]
\[
W=\int d^3s\,e^{-i\mathbf p\cdot\mathbf s/\hbar}\,\Phi,\qquad \Phi=UG .
\]

Under \(\mathbf A\to\mathbf A+\nabla\chi\), the kernel \(G\) gains the phase \(e^{iq(\chi_1-\chi_2)/\hbar}\). Since \(\mathbf s\cdot\int_\lambda\nabla\chi=\chi_1-\chi_2\), the phase of \(U\) cancels it, and \(W\) is gauge invariant. For constant \(\mathbf A\), a wave of canonical momentum \(\mathbf k\) appears at \(\mathbf p=\mathbf k-q\mathbf A\), so \(\mathbf p\) is the kinetic momentum. Also \(G(\mathbf x_1,\mathbf x_2)^\dagger=G(\mathbf x_2,\mathbf x_1)\); the change \(\mathbf s\to-\mathbf s\) then shows that \(W\) is Hermitian.

## 3. The equation for the kernel

The adjoint Dirac equation, solved for the time derivative, is
\[
\partial_t\psi^\dagger=-c(\mathcal D^*\psi^\dagger)\cdot\boldsymbol\alpha+\frac{i}{\hbar}\psi^\dagger(\beta mc^2+q\phi).
\]
Using the Dirac equation at \(\mathbf x_1\) and its adjoint at \(\mathbf x_2\) gives
\[
\partial_tG=-c\big(\boldsymbol\alpha\cdot\mathcal D_1G+\mathcal D_2^*G\cdot\boldsymbol\alpha\big)-\frac{imc^2}{\hbar}[\beta,G]-\frac{iq}{\hbar}(\phi_1-\phi_2)G .
\]
We need the sum and half the difference of \(\mathcal D_1\) and \(\mathcal D_2^*\), because \(\nabla_x=\nabla_1+\nabla_2\) and \(\nabla_s=\frac12(\nabla_1-\nabla_2)\).

**Sum.** Moving \(U\) through the derivative subtracts \(\nabla_x\ln U\):
\[
U(\mathcal D_1+\mathcal D_2^*)_iG=\Big\{\partial_i+\frac{iq}{\hbar}\Big[\int_\lambda s_j\partial_iA_j-(A_{1i}-A_{2i})\Big]\Big\}\Phi .
\]
Along the line, \(A_{1i}-A_{2i}=\int_\lambda s_j\partial_jA_i\). With \(\partial_iA_j-\partial_jA_i=\epsilon_{ijk}B_k\), the bracket becomes \(\int_\lambda(\mathbf s\times\mathbf B)_i\).

**Half difference.** Here the bracket is
\[
\partial_{s_i}\!\int_\lambda s_jA_j-\tfrac12(A_{1i}+A_{2i}).
\]
The first term equals \(\int_\lambda(A_i+\lambda s_j\partial_iA_j)\). The second is \(\int_\lambda\frac{d}{d\lambda}(\lambda A_i)=\int_\lambda(A_i+\lambda s_j\partial_jA_i)\). The difference is \(\int_\lambda\lambda(\mathbf s\times\mathbf B)_i\), hence
\[
\tfrac12U(\mathcal D_1-\mathcal D_2^*)G=\Big[\nabla_s+\frac{iq}{\hbar}\mathbf s\times\!\int_\lambda\lambda\mathbf B\Big]\Phi .
\]

**Time.** The derivative of \(U\) contributes \(-(iq/\hbar)\mathbf s\cdot\int_\lambda\partial_t\mathbf A\). The scalar potentials contribute \(-(iq/\hbar)\mathbf s\cdot\int_\lambda\nabla\phi\). Together they make \(+(iq/\hbar)\mathbf s\cdot\int_\lambda\mathbf E\), because \(\mathbf E=-\nabla\phi-\partial_t\mathbf A\).

## 4. Passing to phase space

Under the Fourier integral, a factor \(\mathbf s\) becomes \(i\hbar\nabla_p\). Integration by parts turns \(\nabla_s\) into \(i\mathbf p/\hbar\); the boundary term vanishes for localized kernels, and for others the relation is meant in the sense of distributions. Thus
\[
U(\mathcal D_1+\mathcal D_2^*)G\to\mathbf D W,\qquad
\tfrac12U(\mathcal D_1-\mathcal D_2^*)G\to\frac{i}{\hbar}\mathbf P W,
\]
where
\[
\begin{aligned}
D_t&=\partial_t+q\int_\lambda\mathbf E(\mathbf x+i\hbar\lambda\nabla_p,t)\cdot\nabla_p,\\
\mathbf D&=\nabla+q\int_\lambda\mathbf B(\mathbf x+i\hbar\lambda\nabla_p,t)\times\nabla_p,\\
\mathbf P&=\mathbf p-i\hbar q\int_\lambda\lambda\,\mathbf B(\mathbf x+i\hbar\lambda\nabla_p,t)\times\nabla_p .
\end{aligned}
\]
The sign in \(\mathbf D\) comes from \((iq/\hbar)(i\hbar\nabla_p)\times\mathbf B=-q\nabla_p\times\mathbf B=q\mathbf B\times\nabla_p\), where \(\nabla_p\) acts on \(W\). The shifted argument stands for multiplication by the field at \(\mathbf x+\lambda\mathbf s\) under the \(\mathbf s\) integral, so it needs no convergent Taylor series. When a series is used, the symmetric \(\lambda\) range keeps even powers of \(i\hbar\lambda\) in \(D_t,\mathbf D\) and odd powers in \(\mathbf P\). All three operators are therefore real.

Inserting \(\mathcal D_1\to\frac12\mathbf D+i\mathbf P/\hbar\) and \(\mathcal D_2^*\to\frac12\mathbf D-i\mathbf P/\hbar\) gives
\[
D_tW=-\frac c2\{\alpha_i,D_iW\}-\frac{ic}{\hbar}[\alpha_i,P_iW]-\frac{imc^2}{\hbar}[\beta,W].
\]

## 5. Taking the sixteen components

Let \(\rho\) be one of \(1,\rho_1,\rho_2,\rho_3\). Use \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\).

If \(\rho\) commutes with \(\rho_1\), which holds for \(1\) and \(\rho_1\), then
\[
\begin{aligned}
\tfrac12\{\alpha_i,\rho\}&=\rho_1\rho\,\sigma_i, & i[\alpha_i,\rho]&=0,\\
\tfrac12\{\alpha_i,\rho\sigma_j\}&=\rho_1\rho\,\delta_{ij}, & i[\alpha_i,\rho\sigma_j]&=-2\epsilon_{ijk}\rho_1\rho\,\sigma_k .
\end{aligned}
\]
If it anticommutes, which holds for \(\rho_2\) and \(\rho_3\), the two roles are exchanged:
\[
\begin{aligned}
\tfrac12\{\alpha_i,\rho\}&=0, & i[\alpha_i,\rho]&=2i\rho_1\rho\,\sigma_i,\\
\tfrac12\{\alpha_i,\rho\sigma_j\}&=i\epsilon_{ijk}\rho_1\rho\,\sigma_k, & i[\alpha_i,\rho\sigma_j]&=2i\rho_1\rho\,\delta_{ij}.
\end{aligned}
\]
Here \(i\rho_1\rho_2=-\rho_3\) and \(i\rho_1\rho_3=\rho_2\). Four times the anticommutator term \(\frac12\{\alpha_i,D_iW\}\) is therefore
\[
\begin{aligned}
&\mathbf D\cdot\mathbf g_1+\rho_1\mathbf D\cdot\mathbf g_0+\boldsymbol\sigma\cdot\mathbf Df_1+\rho_1\boldsymbol\sigma\cdot\mathbf Df_0\\
&\quad-\rho_3\boldsymbol\sigma\cdot(\mathbf D\times\mathbf g_2)+\rho_2\boldsymbol\sigma\cdot(\mathbf D\times\mathbf g_3),
\end{aligned}
\]
and four times \(i[\alpha_i,P_iW]\) is
\[
\begin{aligned}
&-2\rho_3\boldsymbol\sigma\cdot\mathbf Pf_2+2\rho_2\boldsymbol\sigma\cdot\mathbf Pf_3-2\rho_1\boldsymbol\sigma\cdot(\mathbf P\times\mathbf g_0)\\
&\quad-2\boldsymbol\sigma\cdot(\mathbf P\times\mathbf g_1)-2\rho_3\mathbf P\cdot\mathbf g_2+2\rho_2\mathbf P\cdot\mathbf g_3 .
\end{aligned}
\]
For the mass, \(i[\rho_3,\rho_1]=-2\rho_2\) and \(i[\rho_3,\rho_2]=2\rho_1\), with the same factors when \(\boldsymbol\sigma\) is attached. Moving all terms to the left and comparing coefficients gives the Dirac-Heisenberg-Wigner equations:
\[
\begin{aligned}
D_tf_0+c\mathbf D\cdot\mathbf g_1&=0,\\
D_tf_1+c\mathbf D\cdot\mathbf g_0+\tfrac{2mc^2}{\hbar}f_2&=0,\\
D_tf_2+\tfrac{2c}{\hbar}\mathbf P\cdot\mathbf g_3-\tfrac{2mc^2}{\hbar}f_1&=0,\\
D_tf_3-\tfrac{2c}{\hbar}\mathbf P\cdot\mathbf g_2&=0,\\
D_t\mathbf g_0+c\mathbf Df_1-\tfrac{2c}{\hbar}\mathbf P\times\mathbf g_1&=0,\\
D_t\mathbf g_1+c\mathbf Df_0-\tfrac{2c}{\hbar}\mathbf P\times\mathbf g_0+\tfrac{2mc^2}{\hbar}\mathbf g_2&=0,\\
D_t\mathbf g_2+c\mathbf D\times\mathbf g_3+\tfrac{2c}{\hbar}\mathbf Pf_3-\tfrac{2mc^2}{\hbar}\mathbf g_1&=0,\\
D_t\mathbf g_3-c\mathbf D\times\mathbf g_2-\tfrac{2c}{\hbar}\mathbf Pf_2&=0 .
\end{aligned}
\]
The couplings respect the parity and mass rules of section 1. If the components fall off fast enough at large \(p\) for the integrals to converge and the surface terms to vanish, integrating the first equation over \(\mathbf p\) removes the momentum derivatives. It leaves \(\partial_t\int f_0\,d^3p+c\nabla\cdot\int\mathbf g_1\,d^3p=0\), which is charge conservation. The states of sections 7 to 9 do not meet this condition as they stand. The vacuum \(\mathbf g_1\) tends to a vector of length 2 at large \(p\), and in a changing electric field its departure from the vacuum value falls only as \(p^{-3}\), so the current integral needs a vacuum subtraction and a cutoff.

## 6. Slowly varying fields

For fields at most quadratic in position, the Taylor series terminates. With \(\int_\lambda1=1\) and \(\int_\lambda\lambda^2=1/12\),
\[
\int_\lambda\mathbf E(\mathbf x+i\hbar\lambda\nabla_p)=\mathbf E-\frac{\hbar^2}{24}(\nabla_p\cdot\nabla)^2\mathbf E,
\]
and likewise for \(\mathbf B\) in \(\mathbf D\), while
\[
\mathbf P=\mathbf p+\frac{\hbar^2q}{12}\big[(\nabla_p\cdot\nabla)\mathbf B\big]\times\nabla_p .
\]
In these corrections \(\nabla\) acts on the field and \(\nabla_p\) on \(W\).

If the field varies over a length \(L\) and \(W\) over a momentum \(\Delta p\), the correction in \(D_t\) is of relative order \((\hbar/L\Delta p)^2/24\). For \(L\Delta p\gg\hbar\), \(D_t\) reduces to \(\partial_t+q\mathbf E\cdot\nabla_p\). This does not make the whole system classical: the terms with \(2c\mathbf P/\hbar\) and \(2mc^2/\hbar\) remain. In a uniform state without fields they make the part of \(W\) that links positive and negative energies oscillate at the frequency \(2\sqrt{m^2c^4+c^2p^2}/\hbar\).

The equations were tested on a localized four-spinor in nonuniform fields, with \(W\) computed from its definition. The largest residual was \(4.7\times10^{-8}\) of the largest component of \(D_tW\). Leaving out the \(\hbar^2\) term in \(D_t\), \(\mathbf D\) or \(\mathbf P\) raised it to 1.1, 1.5 or 1.7 per cent.

## 7. The vacuum initial values

Let \(\mathbf E=\mathbf B=0\) before the interaction. Any remaining potential is pure gauge and drops out of \(W\). Define \(h=c\boldsymbol\alpha\cdot\mathbf p+\beta mc^2\). Since the four matrices anticommute and square to one, \(h^2=E_p^2\) with \(E_p=\sqrt{m^2c^4+c^2p^2}\), and the energy projectors are \(\Lambda_\pm=\frac12(1\pm h/E_p)\).

In the vacuum, positive-energy modes are empty and negative-energy modes filled. Thus \(\langle\psi\psi^\dagger\rangle\) contributes \(\Lambda_+\) and \(\langle\psi^\dagger\psi\rangle\) contributes \(\Lambda_-\):
\[
\langle[\psi(\mathbf x_1),\psi^\dagger(\mathbf x_2)]\rangle=\int\!\frac{d^3k}{(2\pi\hbar)^3}e^{i\mathbf k\cdot\mathbf s/\hbar}\big[\Lambda_+(\mathbf k)-\Lambda_-(\mathbf k)\big].
\]
The \(\mathbf s\) integral sets \(\mathbf k=\mathbf p\), so
\[
W_{\rm vac}=-\tfrac12(\Lambda_+-\Lambda_-)=-\frac{c\boldsymbol\alpha\cdot\mathbf p+\beta mc^2}{2E_p}.
\]
Comparison with the expansion, which carries a factor \(\frac14\), yields
\[
f_3=-\frac{2mc^2}{E_p},\qquad \mathbf g_1=-\frac{2c\mathbf p}{E_p},\qquad\text{all others zero.}
\]
A test with four fermion modes, using the commutator in their lowest state, reproduced these values.

They are stationary without fields: \(\mathbf p\times\mathbf g_1=0\), and in the \(\mathbf g_2\) equation \(c\mathbf pf_3=mc^2\mathbf g_1\). Stationarity does not select them, however, because any multiple is also stationary. The filled modes fix the size and sign. If a magnetic field is present from the start, its own vacuum must be found first.

## 8. A uniform electric pulse

Take \(\mathbf E=\mathcal E(t)\hat{\mathbf z}\), \(\mathbf B=0\) and a spatially uniform state. Then \(\mathbf D=0\), \(\mathbf P=\mathbf p\), and \(D_t\) is the time derivative along \(\dot p_z=q\mathcal E\). The ten components \(f_3,\mathbf g_0,\mathbf g_1,\mathbf g_2\) form a closed set; the other six start at zero and stay there. The matrix equation reduces to a commutator, which conserves \(\mathrm{tr}\,W^2=\frac14(f_3^2+g_0^2+g_1^2+g_2^2)\). Initially \(W^2=\frac14\), so the sum of squares is 4.

After the pulse, let \(n\) be the mean occupation of a positive-energy state, averaged over spin. Since \(f_0=0\), the negative-energy occupation is \(1-n\). The kernel counts occupation minus one half, so
\[
\mathrm{tr}(hW)=2E_p(n-\tfrac12)-2E_p(\tfrac12-n)=2E_p(2n-1).
\]
The trace also equals \(mc^2f_3+c\mathbf p\cdot\mathbf g_1\), hence
\[
n=\frac12+\frac{mc^2f_3+c\,\mathbf p\cdot\mathbf g_1}{4E_p}.
\]
During the pulse this is a projection on instantaneous energy states, not a count of outgoing particles.

**Reduction to three variables.** Measure momentum in \(mc\), energy in \(mc^2\) and time in \(\hbar/mc^2\), and let \(p_y=0\). The ten equations preserve the relations \(g_{1x}=p_xf_3\), \(g_{0y}=-p_xg_{2z}\), \(g_{2x}=0\), which hold initially, and they keep \(g_{0x},g_{0z},g_{1y},g_{2y}\) at zero. For example,
\[
\dot g_{1x}=-2p_zg_{0y}=2p_xp_zg_{2z}=p_x\dot f_3 .
\]
With \(\varepsilon^2=1+p_x^2\), what remains is
\[
\dot f_3=2p_zg_{2z},\quad \dot g_{1z}=-2\varepsilon^2g_{2z},\quad \dot g_{2z}=2g_{1z}-2p_zf_3 .
\]
Introduce
\[
R=\frac{\varepsilon^2f_3+p_zg_{1z}}{2E_p},\quad
S=\frac{\varepsilon(g_{1z}-p_zf_3)}{2E_p},\quad
V=\frac{\varepsilon g_{2z}}{2}.
\]
Then \(R=2n-1\). The direction \((\varepsilon,p_z)/E_p\) turns at the rate \(\omega=\varepsilon\dot p_z/E_p^2\), and differentiation gives
\[
\dot R=\omega S,\qquad \dot S=-\omega R-2E_pV,\qquad \dot V=2E_pS,
\]
with \(R^2+S^2+V^2=1\).

**Slow pulse.** If \(|\omega|\ll2E_p\) and the field changes slowly, then \(R\simeq-1\) and \(\dot S\simeq0\). Hence \(V\simeq\omega/2E_p\), or
\[
g_{2z}\simeq\frac{\dot p_z}{E_p^3}\quad\text{in these units},\qquad
g_{2z}\simeq\frac{\hbar mc^3q\mathcal E}{E_p^3}\quad\text{in SI}.
\]
This leading-order response follows the field and vanishes with it. It describes polarization of the vacuum rather than pairs that remain.

## 9. Numbers for the electron field

Let \(q=-e\) and \(\mathcal E=E_0\,\mathrm{sech}^2(t/\tau)\), with \(E_0=1.0\times10^{18}\) V/m, \(\tau=3.0\times10^{-21}\) s and \(p_x=0.5\,mc\). The peak is 0.756 of the critical field \(m^2c^3/e\hbar\), and \(\tau\) is 2.33 in units of \(\hbar/mc^2\). Integration of the force gives
\[
p_z(t)=k_z+qE_0\tau\tanh(t/\tau),\qquad qE_0\tau=-1.76\,mc .
\]

For \(k_z=0\) the start is at \(p_z=1.76\,mc\), \(E_p=2.085\,mc^2\). The vacuum formulas give \(f_3=-2/2.085=-0.959\) and \(g_{1z}=-2(1.76)/2.085=-1.688\), as printed.

At the peak, \(\dot p_z=-1.760/2.329=-0.756\) and \(E_p=1.118\). The slow-pulse estimate is \(g_{2z}\simeq-0.756/1.118^3=-0.541\), against the computed \(-0.575\). The estimate is about 6 per cent too small in magnitude. The slow-pulse formula rests on two conditions, and changing the pulse shows the effect of each. The first is a small ratio \(|\omega|/2E_p\), which is 0.30 here. With the same peak field and \(\tau\) ten times longer, the field changes slowly, yet the estimate is still about 7 per cent too small, because \(\omega\) and \(E_p\) themselves change quickly as \(p_z\) sweeps through zero. At such ratios the error does not simply follow the ratio: halving the field of this long pulse gives a ratio of 0.15 and again an error of about 7 per cent. The second is that the field changes little during \(\hbar/2E_p\). With the original \(\tau\) and a field 100 times weaker, the ratio is only 0.003, yet the estimate is about 9 per cent too small. Making this weak pulse ten times longer reduces the error to about 0.1 per cent.

At \(t=15\tau\), where the field is negligible, the printed components give
\[
n=\frac12+\frac{-0.6797+0.5(-0.3399)-1.7600(1.8460)}{4(2.0851)}=0.0086 .
\]
Direct evolution of negative-energy Dirac spinors agrees within the tested absolute tolerance of \(10^{-7}\). The three cases are:

| \(k_z/mc\) | final \(p_z/mc\) | \(n\) per spin state |
|---|---|---|
| 0 | −1.76 | 0.00859 |
| 0.5 | −1.26 | 0.00661 |
| 1.0 | −0.76 | 0.00267 |

In these three cases the occupation falls as \(k_z\) grows.

Between \(12\tau\) and \(15\tau\), \(f_3\) changes from \(-1.184\) to \(-0.680\), although \(n\) is constant. The reduced equations explain this. With \(\omega=0\), \(R\) is fixed while \(S\) and \(V\) rotate at frequency \(2E_p/\hbar\). Inverting the definitions gives
\[
f_3=\frac{2R}{E_p}-\frac{2p_zS}{\varepsilon E_p},\qquad |S|\le\sqrt{1-R^2}=2\sqrt{n(1-n)} .
\]
For \(n=0.0086\), \(f_3\) oscillates about \(-0.94\) with amplitude 0.28. At a given final momentum the amplitude scales as \(\sqrt n\) for small \(n\), so a pair occupation below one per cent leaves large oscillations in the individual components (\(g_{1x}\), \(g_{1z}\), \(g_{2z}\) and \(g_{0y}\) oscillate along with \(f_3\)). The combination in \(n\) removes it.

These occupations belong to a prescribed uniform pulse. They leave out the field made by the pairs, radiation, and spatial or magnetic structure of the pulse. The numerical output lists the components at six times for \(k_z=0\).

## Calculated quantities

```
TEST IN NONUNIFORM FIELDS (model constants, dimensionless)
relative change of W under gauge change: 2.5e-16
relative residual, full equations: 4.7e-08
residual without hbar^2 term in D_t: 1.1e-02
residual without hbar^2 term in D: 1.5e-02
residual without hbar^2 term in P: 1.7e-02
vacuum components, Fock space minus formula: 7.2e-16
ELECTRON FIELD IN THE PULSE E0 sech^2(t/tau) ALONG z
peak field E0: 1.000e+18 V/m
pulse time tau: 3.000e-21 s
critical field m^2c^3/(e hbar): 1.3233e+18 V/m
E0 / critical field: 0.7557
time unit hbar/(mc^2): 1.2881e-21 s
tau in that unit: 2.3290
momentum unit mc: 2.7309e-22 kg m/s
q E0 tau: -1.7600 mc
transverse momentum p_x: 0.50 mc
kz = kinetic p_z at t = 0; components are dimensionless
history for kz = 0:
t/tau=-15: p_z=1.76004 mc, E_p=2.08512 mc^2, f3=-0.959177
  g0y=0.000000 g1x=-0.479588 g1z=-1.688187 g2x=0.000000 g2z=0.000000
t/tau=-1: p_z=1.34043 mc, E_p=1.74550 mc^2, f3=-1.133113
  g0y=0.026986 g1x=-0.566556 g1z=-1.546424 g2x=0.000000 g2z=-0.053972
t/tau=0: p_z=0.00000 mc, E_p=1.11803 mc^2, f3=-1.685792
  g0y=0.287498 g1x=-0.842896 g1z=-0.185361 g2x=0.000000 g2z=-0.574996
t/tau=1: p_z=-1.34043 mc, E_p=1.74550 mc^2, f3=-1.355021
  g0y=0.076715 g1x=-0.677510 g1z=1.294400 g2x=0.000000 g2z=-0.153430
t/tau=12: p_z=-1.76004 mc, E_p=2.08512 mc^2, f3=-1.183663
  g0y=-0.082930 g1x=-0.591831 g1z=1.488049 g2x=-0.000000 g2z=0.165860
t/tau=15: p_z=-1.76004 mc, E_p=2.08512 mc^2, f3=-0.679712
  g0y=-0.054619 g1x=-0.339856 g1z=1.845961 g2x=-0.000000 g2z=0.109239
largest |sum of squares - 4|: 1.4e-10
kz=0.0 mc: final p_z=-1.7600 mc, E_p=2.0851 mc^2
  n per spin state: DHW 0.0085897, spinors 0.0085897
kz=0.5 mc: final p_z=-1.2600 mc, E_p=1.6845 mc^2
  n per spin state: DHW 0.0066119, spinors 0.0066119
kz=1.0 mc: final p_z=-0.7600 mc, E_p=1.3519 mc^2
  n per spin state: DHW 0.0026728, spinors 0.0026728
```
